# Why Localized Geminal Products Miss Dispersion, and How Response Restores It

Place two hydrogen molecules side by side, 14 bohr apart, and describe each by a correlated two-electron function. The antisymmetrized product of these functions, with both allowed to relax, gives an interaction energy of $+0.836$ microhartree: the molecules repel. Full configuration interaction (full CI) in the same small orbital basis, specified below, gives $-0.350$ microhartree: they attract. The correlated product has the wrong sign, and better correlation inside each molecule does not cure it.

## The belief and its appeal

The belief is that a geminal wavefunction, being correlated, must contain at least part of the dispersion energy. A geminal is a two-electron function. For a singlet pair on fragment $A$ it can be written

$$
G_A^\dagger=\sum_{ij\in A}C_{ij}\,a^\dagger_{i\uparrow}a^\dagger_{j\downarrow},\qquad C=C^T,\qquad \mathrm{Tr}\,CC^T=1 ,
$$

with real $C$. The wavefunction for two pairs is $|\Phi\rangle=G_A^\dagger G_B^\dagger|\mathrm{vac}\rangle$. Strong orthogonality means that $A$ and $B$ use mutually orthogonal sets of orbitals. Here each set is also localized on its own fragment. Perfect pairing is the special case in which each $C$ has two natural orbitals.

Two facts make the belief tempting. First, the correlation is real: for one H$_2$ molecule the full geminal lies 11 millihartree below perfect pairing, about nine thousand times the dispersion energy at stake at 14 bohr. Second, configurations with both pairs excited do occur. If $c_i$ and $c'_k$ are the natural amplitudes of the two geminals, the configuration with pair $A$ in orbital $i$ and pair $B$ in orbital $k$ has coefficient $c_ic'_k$.

That coefficient is a product. The excitation of $A$ carries no information about that of $B$. Dispersion needs a *connected* amplitude, one that does not factorize.

## What couples the pairs

Let $a,b$ label orbitals of $A$ and $c,d$ orbitals of $B$. Let $E_{ab}=\sum_\sigma a^\dagger_{a\sigma}a_{b\sigma}$. The spin-up density matrix of a geminal is $CC^T$. The spin-down one is $C^TC$, which is equal because $C$ is symmetric. The total is therefore $D=2CC^T$.

Only terms of the Hamiltonian that leave two electrons in each subspace have an expectation value. The Coulomb terms $(ab|cd)E_{ab}E_{cd}$ occur twice in the sum over all orbitals, which cancels the prefactor $\tfrac12$. Since the two subspaces are disjoint,

$$
\langle E_{ab}E_{cd}\rangle=D^A_{ab}D^B_{cd}.
$$

The exchange terms carry $(ad|cb)$ and also occur twice. Moving $a_{b\tau}$ past $a^\dagger_{c\tau}$ costs one sign and leaves no extra term, because $b\neq c$:

$$
\sum_{\sigma\tau}\langle a^\dagger_{a\sigma}a^\dagger_{c\tau}a_{b\tau}a_{d\sigma}\rangle
=-\sum_{\sigma\tau}\langle a^\dagger_{a\sigma}a_{b\tau}\rangle\langle a^\dagger_{c\tau}a_{d\sigma}\rangle
=-\tfrac12D^A_{ab}D^B_{cd}.
$$

In the last step the spins must agree, and each spin carries half of $D$: two spins times $\tfrac14$ give $\tfrac12$. Hence

$$
E=E_A+E_B+\sum_{abcd}D^A_{ab}D^B_{cd}\left[(ab|cd)-\tfrac12(ad|cb)\right]+E_{\rm nuc},
$$

where $E_A$ and $E_B$ include the attraction to all nuclei and $E_{\rm nuc}$ is the nuclear repulsion. At the distances used below, the energy from this formula agrees with the expectation value of the full Hamiltonian in the antisymmetrized four-electron state. The exchange term is negligible at those distances, so the comparison tests the Coulomb part only; the factor $-\tfrac12$ rests on the derivation above.

The pairs feel each other through one-particle densities alone. The exchange integral contains products of orbitals on different fragments and dies off exponentially with distance. For the electronic dipole coordinates, the same factorization gives

$$
\langle z_Az_B\rangle-\langle z_A\rangle\langle z_B\rangle=0 .
$$

Dispersion arises from correlated fluctuations of this kind, and the product has none.

## Relaxation does not create it

Could the geminals lower the energy by adjusting to each other? Let $|n\rangle$ and $|m\rangle$ be singlet excited states of the isolated pairs, with excitation energies $\omega_n$ and $\omega_m$. Admix them with real amplitudes $x_n$ in $A$ and $y_m$ in $B$. Let $f_n$ be the coupling of the transition $0\to n$ to the frozen charge distribution of the partner, and let $V_{nm}=\langle 0_A0_B|V|n_Am_B\rangle$, where $V$ is the Coulomb coupling of the fragments. Without overlap between the fragments, the leading energy change is

$$
\delta E=\sum_n(\omega_nx_n^2+2f_nx_n)+\sum_m(\omega_my_m^2+2f_my_m)+4\sum_{nm}x_nV_{nm}y_m .
$$

The factor 4 arises because each density changes by twice an amplitude times a transition density.

Suppose first that the static couplings $f$ vanish. If $\|V\|$ is the largest singular value of the matrix $V_{nm}$, the last term is bounded in size by $4\|V\|\,|x||y|\le2\|V\|(|x|^2+|y|^2)$. At large distance this is smaller than the positive excitation cost, so the minimum is at $x=y=0$. The coupling $V_{nm}$ is present, but a product can use it only by paying for a static polarization of both fragments.

With $f$ present, the leading solution is $x_n=-f_n/\omega_n$, and each fragment gains $-\sum_nf_n^2/\omega_n$. This is induction, the response to the partner's mean field.

Orbital rotations between the subspaces remain. To first order they transfer an electron between fragments. Their energy gradients contain products of orbitals on different fragments and so decay exponentially. Provided the localized solution is a stable minimum, they add no inverse power of $R$. In the numbers below the subspaces are held fixed.

## The powers that do appear

Let $R$ lie along $z$ and both bonds along $x$. Atomic units are used throughout. H$_2$ has no charge or dipole, so its first moment of interest is the quadrupole $\Theta=M_{xx}-M_{zz}$, where $M_{ij}$ are the second moments of the total charge and $M_{yy}=M_{zz}$. Its potential is

$$
\phi=\Theta\,\frac{3x^2-r^2}{2r^5}.
$$

Near the point $(0,0,R)$, using $r^2=R^2+x^2$ for a small displacement along $x$,

$$
\phi\simeq\Theta\left[-\frac1{2R^3}+\left(\frac32+\frac34\right)\frac{x^2}{R^5}\right],
\qquad \phi_{xx}=\frac{9\Theta}{2R^5}.
$$

The second molecule has energy $\tfrac12[\phi_{xx}M_{xx}+(\phi_{yy}+\phi_{zz})M_{zz}]$. Laplace's equation gives $\phi_{yy}+\phi_{zz}=-\phi_{xx}$, so

$$
E_{\rm el}=\tfrac12\phi_{xx}\Theta=\frac{9\Theta^2}{4R^5}+O(R^{-7}).
$$

Multipoles of orders $l$ and $l'$ interact as $R^{-(l+l'+1)}$. Centrosymmetric molecules have even orders, so electrostatics contains odd powers and no $R^{-6}$.

For induction, the field at the partner is

$$
F=-\frac{d}{dR}\left(-\frac{\Theta}{2R^3}\right)=-\frac{3\Theta}{2R^4}.
$$

A dipole transition has $f_n=Fd_n$, with $d_n$ the matrix element of $z$. With $\alpha_{zz}=\sum_n2d_n^2/\omega_n$, the gain per molecule is $-\tfrac12\alpha_{zz}F^2$. Two molecules give

$$
E_{\rm ind}=-\frac{9\alpha_{zz}\Theta^2}{4R^8}+O(R^{-10}).
$$

The mutual term $4xVy$ is smaller still, of order $R^{-4}R^{-3}R^{-4}=R^{-11}$. The product energy thus has no $R^{-6}$ term: its $C_6$, defined as minus the coefficient of $R^{-6}$, is zero.

## The repair

Give the doubly excited states $|n_Am_B\rangle$ amplitudes $t_{nm}$ of their own. To second order,

$$
\delta E=\sum_{nm}\left[(\omega_n+\omega_m)t_{nm}^2+2V_{nm}t_{nm}\right].
$$

Setting the derivative to zero gives $t_{nm}=-V_{nm}/(\omega_n+\omega_m)$. Inserting this,

$$
E_{\rm disp}=-\sum_{nm}\frac{V_{nm}^2}{\omega_n+\omega_m}.
$$

The gain now begins at second order in $V$, with no static field needed. The ingredients are the excitation energies and transition densities of each geminal, which are the poles and strengths of its linear response. Adding $E_{\rm disp}$ to the product energy counts nothing twice, because the product has no connected amplitude.

At long range the dipole coupling is $V=(x_Ax_B+y_Ay_B-2z_Az_B)/R^3$. By the symmetry of H$_2$ each excited state can be chosen to have a transition dipole along one axis $k$, so no cross terms survive in $V_{nm}^2$. With weights $1,1,4$ for $x,y,z$, the sum contains $(d_k^nd_k^m)^2/(\omega_n+\omega_m)$. To separate the two molecules, use partial fractions:

$$
\int_0^\infty\!\frac{d\omega}{(p^2+\omega^2)(q^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/p-1/q}{q^2-p^2}=\frac{\pi}{2pq(p+q)} .
$$

Thus $1/(p+q)$ is $2pq/\pi$ times the integral. With $\alpha_{kk}(i\omega)=\sum_n2\omega_n(d_k^n)^2/(\omega_n^2+\omega^2)$, each sum over states is $\alpha_{kk}/2$, and

$$
C_6=\frac1{2\pi}\int_0^\infty\left(\alpha_{xx}^2+\alpha_{yy}^2+4\alpha_{zz}^2\right)d\omega .
$$

Averaging both orientations independently replaces each polarizability by its mean $\bar\alpha$. The weights add to 6, which gives $(3/\pi)\int_0^\infty\bar\alpha^2d\omega$.

## The numbers

The molecules have bond length 1.40 bohr and the 6-31G basis with one added diffuse $p$ shell, of exponent 0.25 bohr$^{-2}$, on each atom. The exponent matters. With the standard polarization exponent 1.1, $\alpha_{zz}$ drops to 0.56 and $C_6$ to 3.1, and full CI at 14 bohr is repulsive, at $+0.155$ microhartree. The basis is small, so the values below illustrate the mechanism and are not converged properties of hydrogen. In aug-cc-pVTZ, $\Theta$ moves from 0.450 to 0.460, $\alpha_{zz}$ from 3.70 to 4.60, $C_6$ from 8.78 to 10.47 and its orientation average from 9.71 to 11.40. At 14 bohr in that basis, electrostatics plus induction gives $+0.87$ microhartree, and adding the response dispersion gives $-0.61$, so the contrast in sign remains.

The quadrupole moment is $\Theta=0.4502$ and $\alpha_{zz}=3.696$. The induction coefficient is then $-\tfrac94(3.696)(0.4502)^2=-1.685$, while the relaxation energies of the product extrapolate to $-1.686$. A fit of the electrostatic energy that allows an $R^{-6}$ term returns $0.0000$ for it. For perfect pairing, relaxation falls with a local power of 7.996 between 14 and 16 bohr, close to the expected 8.

At 14 bohr, in microhartree:

- electrostatics $0.8369$ plus relaxation $-0.0011$ gives the product energy, $0.8357$ after rounding;
- full CI gives $-0.3501$, so the product misses $-1.1858$;
- the response dispersion energy is $-1.1859$, or $-32.3$ microelectronvolt;
- product plus response gives $-0.3502$.

The response recovers the missing energy to about one part in ten thousand.

The distance dependence identifies the missing piece. From 14 to 20 bohr, $R^6$ times the relaxation energy shrinks in size from $0.0086$ to $0.0042$, a factor of 2.04, as $(20/14)^2$ requires for an $R^{-8}$ law. Over the same range, $R^6$ times the gap between full CI and the product moves from $-8.93$ to $-8.85$. Extrapolated, the gap gives $C_6=8.775$; the response integral gives $8.776$. The orientation average is $9.71$.

The state itself shows the same absence. At 14 bohr the dipole covariance of the product is below $10^{-10}$ bohr$^2$, while full CI gives $1.81\times10^{-3}$ bohr$^2$. It is positive because displacements in the same direction along $z$ lower the dipole coupling. The full CI vector has a weight of only $8.8\times10^{-7}$ outside the product. The covariance is linear in $t$ and the weight is quadratic, which is why the weight is so much smaller. At the minimum the energy gain equals $\sum_{nm}(\omega_n+\omega_m)t_{nm}^2$, the weight times a mean excitation energy of $1.186\times10^{-6}/8.8\times10^{-7}\approx1.35$ hartree. A weight near $10^{-6}$ is therefore worth a microhartree, enough to change the sign of the interaction.

At 20 bohr full CI is itself slightly repulsive, at $+0.003$ microhartree. Dispersion is still present, at $-0.138$, but the $R^{-5}$ electrostatic repulsion of this fixed orientation has overtaken it. The leading terms balance near $R=C_6/(9\Theta^2/4)=8.776/0.456\approx19$ bohr. This distance depends on the basis: in aug-cc-pVTZ it is about 22 bohr, and at 20 bohr product plus response is still attractive, at $-0.021$ microhartree. The sign of the total energy is therefore no test for dispersion; the connected part is.

## Where the statement stops

An $R^{-6}$ term alone does not prove dispersion either. A permanent dipole produces a field of order $R^{-3}$, and the resulting induction energy goes as $R^{-6}$. A geminal product can describe that term, since it is a mean-field effect.

Localization is essential to the argument. If a geminal extends over both fragments, its internal correlation is no longer correlation within one fragment, and the factorization above does not separate the fragments. The repair as written also neglects exchange between fragments, so it belongs to distances where their overlap is negligible.

With one pair per fragment, the excited states of the full geminal are complete in the chosen basis. With several geminals per fragment, their excitations must also be coupled within the fragment. Extended random-phase methods do this approximately, and the close agreement found here should not be presumed for them. The remaining values at each distance are in the numerical output.

## Computed values

```
H2 bond length: 1.40 bohr; added p exponent: 0.25 bohr^-2
orbitals per molecule: 10; full CI determinants: 36100
H2 energy, full geminal: -1.158863 hartree
H2 energy, perfect pairing: -1.147874 hartree
largest natural occupations: [1.96599 0.02207 0.00496 0.00326]
quadrupole moment Theta: 0.45021 a.u.
static alpha xx, yy, zz: [6.0485 3.6957 3.6957] a.u.
R^-5 coefficient, fit: 0.45604 a.u.; 9/4 Theta^2: 0.45604 a.u.
R^-6 coefficient of electrostatics, fit: 0.0000 a.u.
R^-8 coefficient of relaxation: -1.6857 a.u.
R^-8 coefficient from induction formula: -1.6854 a.u.
perfect-pairing relaxation, local power of 1/R: 7.996
R = 14 bohr, energies in microhartree:
  electrostatics: 0.836864
  relaxation, full geminal: -0.001141
  relaxation, perfect pairing: -0.001085
  product interaction energy: 0.835723
  full CI interaction energy: -0.350104
  full CI minus product: -1.185827
  response dispersion energy: -1.185946
  product plus response: -0.350222
  R^6 x relaxation: -0.00859 a.u.
  R^6 x (full CI - product): -8.9287 a.u.
  weight of CI vector outside product: 8.770e-07
R = 16 bohr, energies in microhartree:
  electrostatics: 0.430556
  relaxation, full geminal: -0.000392
  relaxation, perfect pairing: -0.000373
  product interaction energy: 0.430164
  full CI interaction energy: -0.099862
  full CI minus product: -0.530026
  response dispersion energy: -0.530053
  product plus response: -0.099890
  R^6 x relaxation: -0.00658 a.u.
  R^6 x (full CI - product): -8.8924 a.u.
  weight of CI vector outside product: 3.925e-07
R = 20 bohr, energies in microhartree:
  electrostatics: 0.141596
  relaxation, full geminal: -0.000066
  relaxation, perfect pairing: -0.000063
  product interaction energy: 0.141530
  full CI interaction energy: 0.003250
  full CI minus product: -0.138280
  response dispersion energy: -0.138283
  product plus response: 0.003248
  R^6 x relaxation: -0.00421 a.u.
  R^6 x (full CI - product): -8.8499 a.u.
  weight of CI vector outside product: 1.025e-07
dipole covariance at R = 14 bohr, in bohr^2:
  product below 1e-10: True
  full CI: 1.8100e-03; first-order response: 1.8102e-03
C6, this orientation, from response: 8.7756 a.u.
C6, this orientation, from full CI minus product: 8.7754 a.u.
C6, orientation average, from response: 9.7077 a.u.
response dispersion at R = 14 bohr: -32.271 microelectronvolt
```
